Gel Point of Mixed Organosilicate Monomers with Equally Reactive Sites

## 1. The gel point from random bonding

The conversion at which a sol gels is a pure number, and this restricts what it can depend on. Suppose that every reactive site bonds with every other at the same rate. The kinetics then contain one rate constant k, with the dimension volume per time, and one site concentration c, with the dimension inverse volume. The product kc is an inverse time, and no power of k and c other than the zeroth is dimensionless. Rate and concentration therefore decide when the sol gels, but not at which conversion. What remains is the composition. A second length, such as the reach of a flexible chain that bends back on itself, would combine with c into a dimensionless number and would make the gel conversion depend on dilution. The model below excludes that length by excluding loops.

Symmetry fixes more. If all sites are equivalent, the partner of a reacted site is any other site with equal probability. What matters is then the share q_f of all sites that sit on monomers with f sites. Having arrived at such a monomer through one site, we find f − 1 others, equivalent among themselves, each of which leads onward with the same probability p. The mean number of onward paths is p times an average of f − 1 over the shares q_f. A network can extend without limit when each arrival produces on average more than one further arrival. The gel conversion is the threshold at which this number equals one, so it must have the form

p_c = 1/Σ q_f (f − 1).   (1)

The rest of this half makes each part of this argument precise and finds its conditions.

The sites are silanol groups, Si–OH, left on silicon after complete hydrolysis of alkoxysilane monomers. Two of them condense,

Si–OH + HO–Si → Si–O–Si + H₂O.   (2)

A silicon atom with four such sites is called a Q unit. Replacing one, two or three sites by methyl groups gives the T, D and M units, with f = 3, 2 and 1. Let n_f be the mole fraction of monomers with f sites, so that Σ n_f = 1; all sums run over f. The conversion p is the fraction of all sites, initially present, that have reacted. One bridge uses two sites. Two averages of f are needed:

f_n = Σ f n_f,   (3)

f_w = Σ f² n_f/Σ f n_f.   (4)

The subscript n in f_n marks the number mean, in which each monomer counts once. In f_w each monomer counts in proportion to its sites. At least some sites must be present, so f_n > 0.

The assumptions are these. Every free site is equally reactive, whatever monomer carries it and whatever has happened to the other sites of that monomer. Finite clusters contain no loops. The sample is infinitely large. Diffusion does not favour near partners over distant ones, so the model is a mean-field one.

Consider first a large finite sample with N monomers and S = N f_n sites, of which 2m have reacted to form m bonds. Then p = 2m/S. Because each new bond takes any pair of free sites with equal probability, no site is distinguished from another, and the set of reacted sites is a random choice of 2m out of S. The probability that two given sites have both reacted is

[2m/S] × [(2m − 1)/(S − 1)] → p² as S → ∞ at fixed p.   (5)

The two events become independent. We also need the case in which site a is known to be bonded to site b, and a third site d sits on the same monomer as b. The other 2m − 2 reacted sites are a random choice from the remaining S − 2 sites, so d has reacted with probability

(2m − 2)/(S − 2) → p.   (6)

Arriving at a monomer through a bond thus does not change the chance that its other sites have reacted.

The monomer at the far end of a bond is not a typical monomer, however. Its site was selected at random from all sites, and a monomer with f sites offers f chances of being selected. The probability of arriving at a monomer of functionality f is

q_f = f n_f/f_n,   Σ q_f = 1.   (7)

This is the origin of the site-weighted mean, since

Σ q_f f = Σ f² n_f/f_n = f_w.   (8)

One site was used on arrival, which leaves f − 1. Each has reacted with probability p by (6). The mean number of onward bonds per arrival is therefore

b = p Σ q_f (f − 1) = p (f_w − 1),   (9)

where the last step uses (8) and Σ q_f = 1.

Now choose a monomer at random, each monomer counting once, and let X be the mean number of monomers in its cluster, itself included. It has on average f_n sites, and so p f_n bonded neighbours. Each neighbour leads on average to b monomers one bond further away, each of these to b more, and so on. Since a finite cluster has no loops, no monomer is reached twice, and the generations simply add:

X = 1 + p f_n (1 + b + b² + …).   (10)

For b < 1 the geometric series converges to 1/(1 − b), and with (9)

X = 1 + p f_n/[1 − p (f_w − 1)].   (11)

The numerator is positive for p > 0, so X diverges when the bracket vanishes. This happens at

p_c = 1/(f_w − 1),   (12)

which is (1) with the average evaluated. Equation (9) can then be written b = p/p_c. The number mean f_n sets the amplitude of the cluster size in (11), while f_w sets the position of the divergence.

A diverging mean does not by itself prove that an infinite cluster exists above p_c. To show this, let u be the probability that a randomly chosen site leads only to a finite branch. An unreacted site, with probability 1 − p, leads nowhere and counts as finite. A reacted site leads to a monomer of functionality f with probability q_f, and the branch is finite if all f − 1 onward branches are. These are independent in the large-sample limit, so

u = G(u),   G(x) = 1 − p + p Σ q_f x^(f−1).   (13)

The solution x = 1 is always present because Σ q_f = 1. To select the right solution, let u_r be the probability that the branch ends within r generations, with u₀ = 0. The same reasoning gives u_(r+1) = G(u_r). Since G increases with x, the sequence rises and stops at the smallest solution of (13) between 0 and 1. That solution is u.

The slope of G at x = 1 is p Σ q_f (f − 1) = b, and G is convex because its second derivative has no negative term. A convex curve lies on or above its tangent, so for x < 1

G(x) − x ≥ 1 − b (1 − x) − x = (1 − b)(1 − x).   (14)

If b < 1 the right side is positive, there is no solution below 1, and u = 1: every branch is finite. If b > 1, then just below x = 1 we have G(x) − x ≈ −(b − 1)(1 − x) < 0, whereas G(0) ≥ 0. The difference changes sign or vanishes at the lower end, so a solution u < 1 exists. Infinite branches therefore appear when p exceeds p_c.

A monomer belongs to a finite cluster, the sol, if all its f branches are finite. The gel fraction, counted in monomers, is

g = 1 − Σ n_f u^f.   (15)

Near the threshold it grows continuously. Put u = 1 − δ with small δ and expand (13) to second order:

1 − δ = 1 − bδ + (pA/2) δ²,   A = Σ q_f (f − 1)(f − 2).   (16)

Cancelling the 1 and dividing by δ gives b − 1 = pAδ/2, so that

δ ≈ 2(b − 1)/(pA),   g ≈ f_n δ.   (17)

The second relation follows from u^f ≈ 1 − fδ in (15). A gel of small mass thus appears at p_c and grows linearly with the excess conversion, to leading order.

The conversion cannot exceed 1, and (12) gives p_c < 1 if and only if f_w > 2. In terms of the composition, f_w > 2 means Σ f² n_f > 2 Σ f n_f, or

Σ f (f − 2) n_f > 0.   (18)

For Q, T, D and M units the coefficients f(f − 2) are 8, 3, 0 and −1. Within this model a mixture can gel before full conversion if eight times the Q fraction plus three times the T fraction exceeds the M fraction. If f_w < 2, then b < 1 even at p = 1 and no gel forms. If f_w = 2, the threshold coincides with full conversion. A mixture that contains monomers with f ≥ 3 then has a strictly convex G, so u = 1 at p = 1 and the gel fraction is still zero. The case with f = 2 alone is singular: at p = 1 there are no chain ends, and a finite sample must close all its chains into rings, contrary to the no-loop assumption.

Equation (12) can also be written without the means. Since f_w − 1 = Σ f(f − 1) n_f/Σ f n_f,

p_c = Σ f n_f/Σ f (f − 1) n_f.   (19)

An M unit adds to the numerator alone and raises p_c: it uses up a site and leads nowhere. A D unit adds 2 to both sums per monomer, which moves a ratio below 1 closer to 1. A T unit adds 3 above and 6 below, and pulls p_c towards 1/2. If the gel conversion lies below 1/2, adding T units therefore raises it, although they are branch points. These statements concern composition within the model, at fixed relative amounts of the other monomers.

It remains to see whether "no loops" is consistent with random bonding. Let Y be the mean number of free sites reached after arriving at a monomer through a randomly chosen site. Each of its f_w − 1 other sites, on average, is free with probability 1 − p, and otherwise leads to Y more:

Y = (f_w − 1)[(1 − p) + pY].   (20)

Collecting the terms in Y gives

Y = (f_w − 1)(1 − p)/(1 − b).   (21)

A free site about to react shares its cluster with Y other free sites, out of S(1 − p) in the sample. The probability that the next bond closes a loop is the ratio, (f_w − 1)/[S(1 − b)]. While the conversion grows by dp, S dp/2 bonds form. The factor S cancels, and the expected number of loops formed up to conversion p is

L = ∫₀^p (f_w − 1) dp′/{2[1 − p′(f_w − 1)]} = −(1/2) ln(1 − b).   (22)

Below the gel point this number is finite however large the sample is, so the loops per monomer vanish as N → ∞. For random bonding the no-loop assumption is thus a consequence of size. In a real sol it is a separate assumption, because neighbouring sites meet more often than distant ones.

The gel itself must contain loops. Seen through a bond, a monomer leads onward to finite branches alone with probability v = Σ q_f u^(f−1). A bond belongs to the sol if this holds at both ends, so the gel holds (p f_n/2)(1 − v²) bonds per monomer of the sample. A loop-free cluster has one bond fewer than it has monomers, and every further bond closes an independent loop. The number of loops in the gel, per monomer of the sample, is

ℓ = (p f_n/2)(1 − v²) − g.   (23)

Equations (13) and (15) remain valid in their presence because the loops are long: within any fixed number of bonds from a given site, a loop is met with a probability that vanishes as N → ∞. The condition of the theorem therefore reads "no loops in finite clusters".

## 2. Kinetic check, worked example and limits of the model

The symbols carried over are the mole fraction n_f of monomers with f sites, the site conversion p, the number mean f_n = Σ f n_f, the site-weighted mean f_w = Σ f² n_f/f_n and the site shares q_f = f n_f/f_n. For equally reactive sites and no loops in finite clusters, the mean number of onward bonds per arrival is b = p(f_w − 1). The mean cluster size is X = 1 + p f_n/(1 − b), and the gel point is p_c = 1/(f_w − 1), provided that f_w > 2. Above it, u is the probability that a site leads to a finite branch, and g = 1 − Σ n_f u^f is the gel fraction.

The same threshold follows from the rate equations, without following any branch. Let c_s be the concentration of clusters with s free sites, and define the moments S₁ = Σ s c_s and S₂ = Σ s² c_s. Two clusters with s and t free sites bond at the rate k s t c_s c_t. Summing over both s and t counts each pair twice, which a factor 1/2 corrects. A bond removes two free sites, and bonds form at the total rate kS₁²/2, so

dS₁/dt = −k S₁².   (24)

Here t in the derivative is time. The merged cluster has s + t − 2 free sites, where t is again a number of sites, and the change of the sum of squares is

(s + t − 2)² − s² − t² = 2st − 4s − 4t + 4.   (25)

Multiplying by s t c_s c_t and summing gives 2S₂² from the first term, −4S₁S₂ from each of the next two and 4S₁² from the last. With the factor k/2,

dS₂/dt = k (S₂² − 4S₁S₂ + 2S₁²).   (26)

Loops are absent here because each bond joins two different clusters. Let y = S₂/S₁, the mean number of free sites in the cluster of a randomly chosen free site. The quotient rule with (24) and (26) gives

dy/dt = (dS₂/dt)/S₁ + k S₂ = k S₁ (y² − 3y + 2).   (27)

Let S₀ be the initial value of S₁. From S₁ = S₀(1 − p) and (24), dp/dt = kS₁²/S₀ = kS₁(1 − p). Dividing (27) by this removes both the rate constant and the concentration, as the dimensional argument requires:

dy/dp = (y − 1)(y − 2)/(1 − p).   (28)

At p = 0 the clusters are the monomers, so y = f_w. For f_w > 2 we separate the variables with 1/[(y − 1)(y − 2)] = 1/(y − 2) − 1/(y − 1), integrate and insert the initial value:

(y − 2)/(y − 1) = [(f_w − 2)/(f_w − 1)]/(1 − p).   (29)

When y diverges the left side tends to 1. Then 1 − p = (f_w − 2)/(f_w − 1), and hence p = 1/(f_w − 1), in agreement with (12). Using (f_w − 2)/(f_w − 1) = 1 − p_c and solving (29) for y, we find

y = (1 + p_c − 2p)/(p_c − p) = 1 + (1 − p)/(p_c − p).   (30)

The last term is Y of (21), after division of its numerator and denominator by f_w − 1. The two derivations thus agree below the gel point as well as at it.

For the worked example take a methylated silicate sol with 40 mol% Q, 30 mol% T, 10 mol% D and 20 mol% M units. These are round, chosen values. The number mean is

f_n = 4(0.40) + 3(0.30) + 2(0.10) + 1(0.20) = 2.900 sites per Si.   (31)

The sum of squares is 16(0.40) + 9(0.30) + 4(0.10) + 1(0.20) = 9.700, so

f_w = 9.700/2.900 = 3.3448,   (32)

p_c = 1/2.3448 = 0.4265, or 42.6 %.   (33)

The site shares show where the difference between the means comes from. Q units are 40 % of the monomers but carry 55 % of the sites, whereas M units are 20 % of the monomers and carry 7 % of the sites. In general

f_w − f_n = (Σ f² n_f − f_n²)/f_n ≥ 0,   (34)

because the bracket is the variance of f. A spread of functionalities therefore lowers the gel conversion at fixed number mean. Using f_n in place of f_w would give 1/1.900 = 0.526 here, too high by 0.10.

At the gel point each silicon has on average p_c f_n/2 = 0.618 bridges, counting each bridge once, and the same number of water molecules has been released per silicon. There remain (1 − p_c) f_n = 1.66 silanols per silicon. An ideal gel at its birth is thus still far from a condensed film: more than half of the condensable groups are left for later drying and curing.

These results can be compared with a direct simulation in which 80 000 monomers are bonded site by site in random order and the clusters are found by searching the resulting graph. At 0.8 p_c, where p = 0.3412 and b = 0.8, equation (11) gives

X = 1 + 0.3412 × 2.900/0.2 = 5.95 monomers.   (35)

The simulated mean is 5.94. At 0.5 p_c and 0.7 p_c the formula gives 2.24 and 3.89, and the simulation the same values to these digits. Differences of up to 6 % were accepted to allow for sampling scatter, so the agreement in the last digit carries no weight. The simulated samples at 0.8 p_c contain on average 0.80 loops, and (22) predicts −(1/2) ln 0.2 ≈ 0.80. With 20 samples the statistical uncertainty of the simulated mean is about √(0.8/20) = 0.2, so the agreement in the second digit is accidental. Fewer than one loop among 80 000 monomers shows how well random bonding satisfies the no-loop condition below the gel point.

The threshold itself was located as the conversion at which the mean cluster size, with the largest cluster left out, has its peak. The result, averaged over three samples, is 0.423. A finite sample blurs the transition by a relative amount of order N^(−1/3) = 0.023, and an absolute difference of up to 0.03 from the formula was accepted. The value agrees with (33) within this margin and excludes 0.526. Its closeness to (33) carries no weight: in samples of this size the peak scatters by about 0.01 and tends to lie 0.01 to 0.02 above the threshold of the infinite sample.

Above the threshold, at p = 1.3 p_c = 0.5544, the solution of (13) is u = 0.6993. The gel fraction is then

g = 1 − [0.40u⁴ + 0.30u³ + 0.10u² + 0.20u] = 0.613,   (36)

and the simulated largest cluster also holds 0.613 of the monomers. A Q unit belongs to the gel with probability 1 − u⁴ = 0.76, an M unit with probability 1 − u = 0.30. The young gel is therefore richer in Q units than the sol around it. The gel contains on average 1781 loops and the sol fewer than one (0.4 as a mean of five samples, uncertain by about 0.3). Equation (23), with v = (u − 1 + p)/p = 0.458 from (13), gives about 1800 loops for this sample size, within about 1 % of the simulated number.

Two simpler mixtures isolate the role of the average. Monomers with f = 3 alone, and an equimolar mixture of f = 2 and f = 4, both have f_n = 3. Their site-weighted means are 3 and 3.333, and the predicted gel conversions 0.500 and 0.429. The simulated thresholds are 0.507 and 0.430. A third mixture, half f = 2 and half f = 1, has f_w = 1.67 < 2. At full conversion its largest cluster among 80 000 monomers has 30 members, so there is no gel.

The first restriction is the neglect of loops. Their effect can be estimated with the theorem itself. Suppose that some monomers first close into small rings or cages, and that these blocks then bond at random through their remaining free sites. The blocks act as larger monomers. Let σ be the fraction of all original sites spent inside blocks, and F_w the site-weighted mean functionality of the blocks and the unchanged monomers together. If F_w > 2, the free sites must reach the conversion 1/(F_w − 1), and the overall conversion at the gel point is

p_gel = σ + (1 − σ)/(F_w − 1).   (37)

Blocks of bounded size do not alter where the mean cluster size diverges, whether it is counted in blocks or in silicon atoms.

Let all Q units of the example form rings of four silicon atoms, and all T units likewise, each silicon spending two sites. A Q ring keeps 8 free sites and a T ring 4. Per original monomer there are 0.100 Q rings and 0.075 T rings, so the free sites number 0.8 + 0.3 + 0.2 + 0.2 = 1.5 and the sum of squares is 6.4 + 1.2 + 0.4 + 0.2 = 8.2. Hence F_w = 5.467. The rings have spent 1.4 of the 2.9 sites, σ = 0.483, and

p_gel = 0.483 + 0.517 × 0.224 = 0.599.   (38)

If instead the Q and T units close into cubic cages of eight silicon atoms, each silicon spends three sites. A Q cage keeps 8 free sites. A T cage keeps none, and cannot join the network at all. Now F_w = 4.750 and σ = 0.724, which gives

p_gel = 0.724 + 0.276 × 0.267 = 0.798.   (39)

The simulated free-site thresholds are 0.233 for the rings and 0.287 for the cages, against predictions of 0.224 and 0.267. The cage value deviates most, by 0.020, which lies within the accepted difference of 0.03. In the overall conversion this deviation amounts to less than 0.01.

Rings and cages raise the gel conversion here from 43 % to 60 % and 80 %. They do so although the site-weighted mean F_w exceeds f_w in both cases, because the bonds inside them consume sites without connecting one block to another. Both cases are idealized, since they assume that every Q and T unit is enclosed, and they set no bounds on the effect of other rings.

Unequal reactivity is the second restriction. In the simulation each site was given a relative reactivity, and two sites bond at a rate proportional to the product of their reactivities. If this reactivity doubles with each methyl group on the silicon, the simulated gel point of the example is about 0.54. If it halves with each methyl group, the simulated gel point is about 0.31. By construction, the sites of M units react fastest in the first case and those of Q units in the second. In a third case all sites start equal, but each reaction halves the reactivity of the sites that remain on the same silicon. The simulated gel point is then about 0.56. All three values are uncertain by up to about 0.03 because the samples are finite. The factors of two are illustrative. They move the gel point by roughly 20 to 30 % of its ideal value, and the sign depends on the chemistry.

The composition was chosen so that all four units take part, and does not reproduce a particular sol. The ideal value of 43 % should not be read as a forecast for a real one. For pure Q monomers the formula gives 1/3, whereas acid-catalysed sols made from tetraethoxysilane are reported to gel at conversions of very roughly 80 %. If all Q units first closed into cubic cages, then σ = 3/4 and F_w = 8, and (37) would give 0.75 + 0.25/7 = 0.79. In this extreme case the early formation of cages produces a shift of this size without any unequal reactivity. The agreement does not show that such cages are the cause in real sols. Part of the shift comes from joining the monomers into blocks first, and not from the loops: chains of eight Q units, which contain no loop, have σ = 14/32 and F_w = 18, and (37) gives 0.47. In the example above, a reactivity which falls as a silicon condenses acts in the same direction. Incomplete hydrolysis, the reverse reaction, and solvent loss during coating are also left out. For the composition of the example, the gel point lies above p_c in the ring and cage cases (38) and (39) and in the simulated case of falling reactivity. This does not make p_c a safe limit on the conversion of a liquid sol. If the more highly functional monomers react first, the gel point can lie below p_c, as the value 0.31 shows. Larger rings can lower it too: if only the Q units of the example form rings, of eight silicon atoms each, then σ = 0.276 and F_w = 7.667, and (37) gives 0.38. The composition matters as well. For 20 mol% Q and 80 mol% M units p_c is 0.67, but if the Q units first form rings of four, (37) gives 0.57: the rings gather the branching sites into larger blocks, and this outweighs the sites they consume. The numerical output below lists the quantities used in this example.

Computed values

```
Composition Q, T, D, M (mol%): 40, 30, 10, 20
Number mean f_n (sites per Si): 2.900
Sum of f^2 n_f: 9.700
Site-weighted mean f_w: 3.3448
Site shares q of Q, T, D, M: 0.5517, 0.3103, 0.0690, 0.0690
Gel conversion p_c = 1/(f_w-1): 0.4265 = 42.6 %
Wrong value 1/(f_n-1): 0.5263
Simulated gel conversion: 0.423
Monomers in sample: 80000; N^(-1/3): 0.023
Tolerance on simulated thresholds: 0.03
Si-O-Si bridges (= water released) per Si at gel: 0.618
Silanols left per Si at gel: 1.663
p/p_c 0.5, p 0.2132: X formula 2.237, simulated 2.24
p/p_c 0.7, p 0.2985: X formula 3.886, simulated 3.89
p/p_c 0.8, p 0.3412: X formula 5.947, simulated 5.94
Mean number of loops in sample at 0.8 p_c: 0.80
Above gel point, p = 1.3 p_c: 0.5544
  finite-branch probability u: 0.6993
  gel fraction of monomers: formula 0.6130, simulated 0.6130
  mean number of loops in sol: 0.4
  mean number of loops in gel: 1781
All f=3: f_n 3.00, f_w 3.0000, p_c 0.5000, simulated 0.507
Half f=2, half f=4: f_n 3.00, f_w 3.3333, p_c 0.4286, simulated 0.430
Half f=2, half f=1: f_w 1.6667, largest cluster at p=1: 30 monomers
Neglected effects, gel conversion of the example mixture:
  sites 2x faster per methyl (simulated): 0.54
  sites 2x slower per methyl (simulated): 0.31
  sites halved in rate per reacted site on same Si (simulated): 0.56
  Q and T first closed into 4-Si rings: f_w of blocks 5.4667
    sites spent inside blocks: 0.4828 of all sites
    free-site conversion at gel: formula 0.2239, simulated 0.233
    overall gel conversion: 0.5986 = 59.9 %
  Q and T first closed into 8-Si cages: f_w of blocks 4.7500
    sites spent inside blocks: 0.7241 of all sites
    free-site conversion at gel: formula 0.2667, simulated 0.287
    overall gel conversion: 0.7977 = 79.8 %
```
